# Pseudo-Jahn-Teller instability of a two-electron oxygen-p and metal-d unit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one electron to the instability condition

### What the bare stiffness misses

Suppose that the restoring force on an oxygen ion in an oxide is estimated with the electrons held in the state they have when the ion sits at its symmetric position. Let the resulting stiffness be 2000 eV/nm². It is positive, so the estimate says that the ion stays where it is. Now let the electrons respond. In the model treated below, with a gap of 6 eV between an oxygen p level and a metal d level and a coupling of 58 eV/nm, the response takes away about 2243 eV/nm². The true curvature of the energy is about −243 eV/nm², and the symmetric position is a maximum. The frozen estimate has the wrong sign, and with it the wrong structure.

A slip of a factor of two is as harmful. If the electronic response is counted for one electron instead of two, it is 1121 eV/nm², and the ion again appears stable. The condition for instability is therefore useful only with its factors and definitions fixed. They are traced here from the one-electron problem upwards.

### The unit and its symmetry

The unit has one oxygen p orbital \(|p\rangle\) and one metal d orbital \(|d\rangle\), taken real, orthonormal and independent of the displacement. The coordinate \(Q\) measures the displacement of the oxygen from the symmetric structure, \(Q=0\). The nuclei are classical for now, and the electrons are in their lowest state at each \(Q\).

Some symmetry operation \(R\) of the undisplaced structure reverses the displacement. It may be an inversion, a mirror reflection or, for a pattern that alternates through a crystal, a lattice translation. In terms of the one-electron Hamiltonian \(h(Q)\),

\[
R\,h(Q)\,R^{-1}=h(-Q).
\]

The orbitals are chosen to be either even or odd under \(R\), so \(R|a\rangle=\eta_a|a\rangle\) with \(\eta_a=\pm1\). For a lattice translation, they are combinations extending through the crystal that keep or reverse their sign under it. Inserting \(R^{-1}R\) on both sides of \(h\) gives

\[
\langle a|h(Q)|b\rangle=\eta_a\eta_b\,\langle a|h(-Q)|b\rangle .
\]

For \(a=b\) the prefactor is \(+1\), so the diagonal elements are even in \(Q\) and have no linear term. If p and d have opposite characters, \(\eta_p\eta_d=-1\), and the off-diagonal element is odd. It vanishes at \(Q=0\) and starts with a linear term, \(\lambda Q\). This is the coupling of the model. The sign of \(\lambda\) can be reversed by changing the sign of \(|d\rangle\), so results can depend on \(\lambda^2\) alone.

A straight metal–oxygen–metal line shows where \(\lambda\) comes from. Let the p orbital point along the line. Its two lobes have opposite signs, so its hopping elements to equal d orbitals on the left and right are \(t(r_L)\) and \(-t(r_R)\), where \(r_L\) and \(r_R\) are the bond lengths. The even combination of the two d orbitals, \((d_L+d_R)/\sqrt2\), then couples to p with

\[
\frac{t(r_L)-t(r_R)}{\sqrt2}.
\]

At the midpoint the two terms cancel. If the oxygen moves to the right by \(Q\), then \(r_L=r+Q\) and \(r_R=r-Q\), and to first order the coupling is \(\sqrt2\,t'(r)Q\). Hence \(|\lambda|=\sqrt2\,|t'(r)|\) for this geometry. The displacement opens a covalent channel that symmetry had closed. The odd combination of d orbitals mixes with p even at \(Q=0\). If this mixing is weak, its effect on the energy, which is even in \(Q\), can be counted in the bare energy defined next. Its effect on the curvature need not be small: for hopping that falls exponentially with distance and equal d levels, it lowers the stiffness by about as much as the even combination does. Strong mixing would also change the occupied orbital and with it \(\lambda\).

### The bare energy

The bare energy is the energy of the unit with the mixing \(\lambda Q\) switched off. Near the symmetric structure it is

\[
E_{\rm bare}(Q)=\text{constant}+\tfrac12K_0Q^2 ,\qquad K_0>0 .
\]

The factor one half makes \(K_0\) the second derivative. It contains the repulsion between ion cores and the electrostatic forces. It also contains any quadratic shift of the occupied level: if the p level moves by \(\tfrac12a_pQ^2\), two p electrons add \(a_pQ^2\) to the energy, hence \(2a_p\) to \(K_0\). A similar shift of the empty d level does not enter the curvature. It changes the gap by a term of order \(Q^2\), and the gap enters the mixing energy in a term that already carries \(Q^2\), so the change appears in fourth order. This fourth-order effect of the level shifts is dropped below; it leaves the curvature alone but would alter the displacement and the depth of the well.

With these terms placed in \(K_0\), and with zero of energy midway between the levels, the remaining Hamiltonian of each electron is

\[
h(Q)=\begin{pmatrix}-\Delta/2&\lambda Q\\ \lambda Q&+\Delta/2\end{pmatrix}.
\]

Here \(\Delta>0\) is the full distance from p to d, and \(\lambda\) is the matrix element per electron and per unit of displacement.

### Simple case: one electron

An eigenvalue \(\varepsilon\) of \(h\) satisfies

\[
\left(-\frac{\Delta}{2}-\varepsilon\right)\left(\frac{\Delta}{2}-\varepsilon\right)-\lambda^2Q^2=0 .
\]

The product of the two brackets is \(\varepsilon^2-\Delta^2/4\). Thus

\[
\varepsilon_\pm=\pm\sqrt{\frac{\Delta^2}{4}+\lambda^2Q^2}
=\pm\frac12 S(Q),\qquad S(Q)=\sqrt{\Delta^2+4\lambda^2Q^2}.
\]

The quantity \(S\) is the gap at displacement \(Q\). The levels repel each other, and the lower one goes down as the ion moves either way.

For small \(Q\) I use \(\sqrt{1+x}=1+x/2-x^2/8+\cdots\) with \(x=4\lambda^2Q^2/\Delta^2\):

\[
S=\Delta+\frac{2\lambda^2Q^2}{\Delta}-\frac{2\lambda^4Q^4}{\Delta^3}+\cdots .
\]

The second coefficient comes from half of 4, and the third from \(16/8=2\). One electron in the lower level has energy \(-S/2\), so its quadratic term is \(-\lambda^2Q^2/\Delta\). Differentiating twice gives a contribution \(-2\lambda^2/\Delta\) to the curvature.

Two limits show that the expression behaves sensibly. For \(\lambda=0\) the level does not move, and the stiffness stays at \(K_0\). For \(\Delta\to0\) at fixed \(Q\), the lower level becomes \(-|\lambda Q|\). It has a cusp at the origin, and the expansion in powers of \(Q^2\) has no range of validity. Against a linear gain the quadratic bare energy cannot protect the symmetric point, however large \(K_0\) is. The same cusp appears in the Jahn-Teller effect, where symmetry makes a partly filled pair of levels degenerate. Here \(R\) does not require equal levels, and they would be a coincidence. The word "pseudo" refers to the present case with a finite gap, where gain and cost are both quadratic and a threshold exists.

### Two electrons

Now put two electrons of opposite spin into the lower level. Their repulsion is left out in this half. The electronic energy is \(2\varepsilon_-=-S\), and the total energy is

\[
E(Q)=\frac12K_0Q^2-\sqrt{\Delta^2+4\lambda^2Q^2}.
\]

Inserting the expansion of \(S\) gives

\[
E(Q)=-\Delta+\frac12\left(K_0-\frac{4\lambda^2}{\Delta}\right)Q^2
+\frac{2\lambda^4}{\Delta^3}Q^4+\cdots .
\]

The quadratic electronic term is \(-2\lambda^2Q^2/\Delta\). Written as one half of a stiffness times \(Q^2\), it becomes \(-\tfrac12(4\lambda^2/\Delta)Q^2\). The curvature at the symmetric point is therefore

\[
K=E''(0)=K_0-\frac{4\lambda^2}{\Delta},
\]

and it is negative when

\[
\boxed{\;\frac{4\lambda^2}{\Delta}>K_0\;}
\]

The four is a product of two twos: one for the two electrons, one from differentiating \(Q^2\) twice. It belongs to the convention in which \(\Delta\) is the full gap. If the levels were written as \(\pm\delta\), then \(\Delta=2\delta\), and the same condition would read \(2\lambda^2/\delta>K_0\).

For the numbers of the opening, \(\lambda^2=58^2=3364\) eV²/nm², and

\[
\frac{4\lambda^2}{\Delta}=\frac{4\times3364}{6}\approx2243\ \text{eV/nm}^2 .
\]

Subtracting this from 2000 eV/nm² leaves −243 eV/nm². The softening is about nine times larger than the net curvature, so moderate errors in the coupling, the gap or the bare stiffness decide the sign. With the other two quantities held fixed, instability requires a gap below

\[
\Delta_c=\frac{4\lambda^2}{K_0}=\frac{13456}{2000}\approx6.73\ \text{eV},
\]

or a coupling above \(\lambda_c=\tfrac12\sqrt{K_0\Delta}\approx54.8\) eV/nm. A rise of the gap by 13 per cent, or a fall of the coupling by 6 per cent, restores stability.

### The same factor from the two-electron states

The factor can also be found without adding one-electron levels. This second route will be needed when the electrons repel each other. Let \(p_\sigma^\dagger\) and \(d_\sigma^\dagger\) create electrons of spin \(\sigma\), and let \(|0\rangle\) be the empty unit. The mixing operator is

\[
W=\lambda Q\sum_\sigma\left(d_\sigma^\dagger p_\sigma+p_\sigma^\dagger d_\sigma\right).
\]

At \(Q=0\) the ground state is \(|pp\rangle=p_\uparrow^\dagger p_\downarrow^\dagger|0\rangle\). Acting on it, \(W\) can lift either electron:

\[
W|pp\rangle=\lambda Q\left(d_\uparrow^\dagger p_\downarrow^\dagger
+p_\uparrow^\dagger d_\downarrow^\dagger\right)|0\rangle .
\]

For the second term, moving \(p_\downarrow\) past \(p_\uparrow^\dagger\) gives one minus sign, and exchanging \(d_\downarrow^\dagger\) with \(p_\uparrow^\dagger\) gives another, so the sum has a plus sign. The two states in the bracket are orthonormal. Their sum has length \(\sqrt2\), and the normalized state

\[
|S_{pd}\rangle=\frac{1}{\sqrt2}\left(d_\uparrow^\dagger p_\downarrow^\dagger
+p_\uparrow^\dagger d_\downarrow^\dagger\right)|0\rangle
\]

is the singlet with one electron in each orbital. Hence

\[
\langle S_{pd}|W|pp\rangle=\sqrt2\,\lambda Q .
\]

For the example this is about 82 eV/nm times \(Q\). The expectation value \(\langle pp|W|pp\rangle\) is zero, so there is no first-order energy. The singlet lies \(\Delta\) above the ground state, and second-order perturbation theory gives

\[
E^{(2)}=-\frac{(\sqrt2\,\lambda Q)^2}{\Delta}=-\frac{2\lambda^2Q^2}{\Delta},
\]

which is the quadratic term found before. The state with both electrons in d is not reached by a single action of \(W\), and it has no part in the curvature.

### Other occupations as a limit

Without repulsion the two spin directions contribute separately. One electron of a given spin contributes \(-S/2\). Two electrons of the same spin must fill both levels, and then contribute \(-S/2+S/2=0\). This fixes the softening for every filling of the unit:

- One electron gives \(2\lambda^2/\Delta\), or 1121 eV/nm² here.
- Two electrons of opposite spin in the lower level give \(4\lambda^2/\Delta\), or 2243 eV/nm².
- Two electrons of parallel spin give zero.
- Three electrons give \(2\lambda^2/\Delta\), because one spin direction is full and the other holds one electron.
- Four electrons give zero.

In this comparison \(\Delta\) and \(\lambda\) are held fixed. In a real ion a change of charge would alter both, as well as \(K_0\). The list shows what drives the instability: an occupied level must have an empty partner into which the displacement can mix it. When the partner is filled as well, the gain of one level is the loss of the other.

The same counting covers several empty partners. If the p level couples to d levels \(i\) with strengths \(\lambda_i\) and gaps \(\Delta_i\), and these are not coupled to each other at \(Q=0\), second-order terms add:

\[
K=K_0-4\sum_i\frac{\lambda_i^2}{\Delta_i}.
\]

For the curvature, a single \(\lambda\) in the two-level model can stand for such a sum, and it should then not be read as the derivative of one hopping element. The displacement and the depth of the well also depend on how the gaps differ.

### Is the condition also necessary?

A negative curvature is sufficient for instability. It is not obvious that a positive curvature excludes a lower minimum farther out. In this model the question can be settled from the full energy. Since \(dS/dQ=4\lambda^2Q/S\),

\[
E'(Q)=Q\left[K_0-\frac{4\lambda^2}{S(Q)}\right].
\]

The first term is the pull of the bare lattice towards the centre, and the second is the push of the new covalent bond away from it. For \(\lambda\ne0\), \(S\) grows steadily with \(|Q|\) from its smallest value \(\Delta\), so the push per unit of displacement weakens as the ion moves out.

If \(4\lambda^2/\Delta\le K_0\), the bracket is positive at every \(Q\ne0\). The energy then rises in both directions, and the symmetric point is the sole minimum. This includes equality, where the curvature vanishes and the positive term \(2\lambda^4Q^4/\Delta^3\) holds the ion at the centre. If \(4\lambda^2/\Delta>K_0\), the bracket is negative near the origin and changes sign once. In the model as stated, the condition is both necessary and sufficient.

The argument uses a harmonic bare energy, a linear coupling and no repulsion. The curvature itself needs less: terms of higher order in \(Q\) cannot change \(E''(0)\). They can, however, create a distant minimum while the centre is still locally stable. The second half meets such a case.

## Second half: the displaced structure and the limits of the model

### Symbols and results carried over

The coordinate \(Q\) is an oxygen displacement that symmetry makes equivalent to \(-Q\). The bare stiffness is \(K_0\), the p-d gap at \(Q=0\) is \(\Delta\), and each electron has the mixing element \(\lambda Q\). Two electrons of opposite spin give

\[
E(Q)=\frac12K_0Q^2-S(Q),\qquad S(Q)=\sqrt{\Delta^2+4\lambda^2Q^2},
\]

with curvature \(K=K_0-4\lambda^2/\Delta\) at \(Q=0\), quartic coefficient \(2\lambda^4/\Delta^3\), and slope \(E'=Q(K_0-4\lambda^2/S)\). The example has \(\Delta=6\) eV, \(\lambda=58\) eV/nm and \(K_0=2000\) eV/nm². It is convenient to measure the strength of the effect by

\[
f=\frac{4\lambda^2}{K_0\Delta},
\]

so that the instability condition is \(f>1\). Here \(f=2243/2000\approx1.121\).

For two electrons of opposite spin without repulsion, the two-level model makes the symmetric position unstable exactly when \(4\lambda^2/\Delta>K_0\), that is, when \(f>1\). It remains to find how far the ion moves and how deep its well is, and to see how electron repulsion, a spread of gaps, anharmonic forces, quantum motion, temperature and an electric field affect the result.
